# Why low-bias tunnelling images of Bernal graphite favour one surface sublattice

## Two layers at one wavevector

Take two graphene layers in Bernal stacking. In each layer, one atom of the unit cell lies on a vertical line with an atom of the other layer; call it alpha. The other atom, beta, faces the centre of a hexagon. Keep two hoppings: $\gamma_0$ between neighbours within a layer and $\gamma_1$ between the vertically aligned alpha atoms. Put all site energies at zero.

At the corner $K$ of the Brillouin zone, the three in-plane hops from any atom carry phases $1,\ e^{2\pi i/3},\ e^{-2\pi i/3}$, which sum to zero. The sublattices then decouple. Each beta atom has a state at $E=0$, while the alpha pair obeys

$$E\alpha_1=\gamma_1\alpha_2,\qquad E\alpha_2=\gamma_1\alpha_1 .$$

Substituting one equation into the other gives $E^2=\gamma_1^2$, so $E=\pm\gamma_1$. The vertical bond has removed the alpha states from low energy and left the beta states there.

This picture cannot be carried over unchanged to graphite. In a thick stack the alpha atoms form a chain, whose levels at $K$ fill the whole range from $-2\gamma_1$ to $2\gamma_1$, including zero. A tunnelling tip also collects states from a region around $K$. The argument therefore needs a sum over layers and wavevectors, and the sum changes the conclusion: the alpha density is reduced, but the beta density is also raised.

## The stack and its amplitude rule

Number the layers $n=1,2,\dots$ downwards from the surface. Let $\boldsymbol\delta_j$ be the three vectors from an alpha atom to its in-plane neighbours in the top layer, and let $f=\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}$. Alternate layers have $f_n=f$ and $f_n=f^*$, because their bonds point in opposite directions. With in-plane matrix element $-\gamma_0 f_n$ and vertical element $+\gamma_1$,

$$E\beta_n=-\gamma_0f_n^*\alpha_n,$$
$$E\alpha_n=-\gamma_0f_n\beta_n+\gamma_1(\alpha_{n-1}+\alpha_{n+1}),\qquad \alpha_0=0 .$$

Write $\mathbf k=\mathbf K+\mathbf q$. Choose $\mathbf K=(4\pi/3a,0)$ and $\boldsymbol\delta_1=(0,a/\sqrt3)$, $\boldsymbol\delta_{2,3}=(\pm a/2,-a/2\sqrt3)$, where $a$ is the lattice constant. The zeroth-order term of $f$ vanishes, and the first-order term is

$$f\simeq i\sum_j(\mathbf q\cdot\boldsymbol\delta_j)e^{i\mathbf K\cdot\boldsymbol\delta_j}
=-\frac{\sqrt3a}{2}(q_x-iq_y).$$

Hence $e\equiv\gamma_0|f|=vq$ with $v=\sqrt3a\gamma_0/2$, an energy times a length. This is the Dirac approximation used below.

The beta equation fixes the weights in every state with $E\ne0$:

$$\frac{|\beta_n|^2}{|\alpha_n|^2}=\frac{e^2}{E^2}.\tag{1}$$

No state with $q\ne0$ is missed by excluding $E=0$: there the beta equation forces all $\alpha_n=0$, and the alpha equation then forces all $\beta_n=0$. Rule (1) says that a state whose energy lies well below $e$ lives mainly on beta. In an isolated layer $|E|=e$, and the weights are equal. Interlayer hopping matters because it creates states with $|E|<e$.

Substituting $\beta_n$ into the alpha equation gives

$$w\,\alpha_n=\gamma_1(\alpha_{n-1}+\alpha_{n+1}),\qquad w=E-\frac{e^2}{E}.$$

The phase of $f$ has disappeared. What remains is a chain with effective energy $w$.

## Spectral density at the end of the chain

Let $g(w)$ be the Green function on the first alpha atom. Removing that atom leaves an identical semi-infinite chain, so

$$g=\frac1{w-\gamma_1^2g},\qquad \gamma_1^2g^2-wg+1=0 .$$

For $|w|<2\gamma_1$ the roots are complex. If $E$ has a small positive imaginary part $\eta$, then $w$ has imaginary part $\eta(1+e^2/E^2)>0$. The retarded root therefore has negative imaginary part:

$$g=\frac{w-i\sqrt{4\gamma_1^2-w^2}}{2\gamma_1^2}.$$

The spectral density is $-\operatorname{Im}g/\pi$:

$$S(w)=\frac{\sqrt{4\gamma_1^2-w^2}}{2\pi\gamma_1^2},\qquad |w|<2\gamma_1,$$

and zero outside. Its integral over $w$ is one. At fixed $q$, the surface alpha density as a function of $E$ is $S(w(E))$; no Jacobian enters, since the alpha Green function at $E$ is $g(w(E))$. By rule (1), the beta density is $(e^2/E^2)S(w)$.

## Summing over wavevector

For one spin and one valley, with cell area $A_c=\sqrt3a^2/2$,

$$\rho_\alpha=A_c\int\frac{d^2q}{(2\pi)^2}S(w)=C\int_0^\infty d(e^2)\,S(w),\qquad C=\frac{A_c}{4\pi v^2}.$$

Take $E>0$. At fixed $E$, $e^2=E(E-w)$ and $d(e^2)=-E\,dw$. The lower limit $e=0$ becomes $w=E$, and increasing $e$ moves $w$ downwards. Reversing the limits absorbs the minus sign. With $W=\min(E,2\gamma_1)$,

$$\rho_\alpha=CE\int_{-2\gamma_1}^{W}S\,dw,\qquad
\rho_\beta=C\int_{-2\gamma_1}^{W}(E-w)S\,dw,\tag{2}$$

where the second integral uses $e^2/E^2=(E-w)/E$. For negative energy, reverse the sign of $\alpha_n$ in every second layer and give $\beta_n$ the opposite pattern. This maps a state at $E$ to one at $-E$ with the same weights, so $E$ becomes $|E|$ in the results.

Equation (2) lets each contribution be examined separately.

**No interlayer hopping.** Then $S=\delta(w)$, and both densities equal $C|E|$. This is the isolated-graphene reference.

**The effect on alpha.** The hopping spreads $w$ symmetrically about zero. Near $E=0^+$, real wavevectors reach only $w\le E$, which is half of the distribution. Therefore $\rho_\alpha\to C|E|/2$. The alpha density is half that of isolated graphene, not zero relative to it.

**The effect on beta.** For negative $w$ and small $E$, $e^2\simeq E|w|$. These are parabolic bands, and a parabolic band in two dimensions has constant density, here $C|w|$. Its states sit mainly on beta, with alpha-to-beta weight ratio $E/|w|$. Integrating $|w|$ with weight $S$ over the negative half of the semicircle gives

$$\rho_\beta(0)=C\int_{-2\gamma_1}^0|w|S\,dw=\frac{4C\gamma_1}{3\pi}.$$

The linear zero of graphene has been replaced by a constant.

To obtain the full energy dependence, set $w=2\gamma_1t$ and $x=|E|/2\gamma_1<1$. Then $S\,dw=(2/\pi)\sqrt{1-t^2}\,dt$, and the two required integrals are

$$\frac2\pi\int_{-1}^x\sqrt{1-t^2}\,dt=\frac12+\frac{x\sqrt{1-x^2}+\arcsin x}{\pi},$$
$$\frac{4\gamma_1}{\pi}\int_{-1}^xt\sqrt{1-t^2}\,dt=-\frac{4\gamma_1}{3\pi}(1-x^2)^{3/2}.$$

Consequently,

$$\rho_\alpha=C|E|\left[\frac12+\frac{x\sqrt{1-x^2}+\arcsin x}{\pi}\right],\tag{3}$$
$$\rho_\beta=\rho_\alpha+\frac{4C\gamma_1}{3\pi}(1-x^2)^{3/2}.\tag{4}$$

At $|E|\ge2\gamma_1$ the full semicircle is included. Its integral is one and its mean is zero, so both densities return to $C|E|$. Within this model the contrast at a given energy ends at $2\gamma_1$.

The bilayer gives a second case. Its chain levels are $w=\pm\gamma_1$, each with surface weight one half. For $|E|<\gamma_1$, equation (2) gives $\rho_\alpha=C|E|/2$ and $\rho_\beta=C(|E|+\gamma_1)/2$. The halving is the same as in the thick stack; the constant on beta differs because the distribution of $w$ differs.

## Weighing the two effects

Use round parameters in the range of graphite: $\gamma_0=3.0$ eV, $\gamma_1=0.40$ eV and $a=0.246$ nm. They give $v=0.639$ eV nm and $A_c=0.0524$ nm². Including two spins and two valleys, $4C=A_c/(\pi v^2)=0.0408$ eV⁻² per atom.

At $E=0.10$ eV, $x=0.10/0.80=0.125$. The bracket in (3) is 0.579, so

$$\rho_\alpha=0.0408\times0.10\times0.579=0.0024\ \text{eV}^{-1}\text{ per atom}.$$

Isolated graphene would have 0.0041 in the same unit, and the beta density is 0.0091. Relative to graphene, alpha is multiplied by 0.579 and beta by 2.24. The alpha reduction alone would give a contrast of $1/0.579=1.73$; the beta increase alone would give 2.24. Together they give $\rho_\beta/\rho_\alpha=3.86$. At this energy the beta increase is the larger factor. As $E\to0$ the alpha factor saturates at 2, while the beta factor grows as $4\gamma_1/(3\pi|E|)$.

These formulas were tested by diagonalizing 30-layer slabs and counting surface weight in five energy windows. The largest relative difference was 1.4%. A slab count using the full lattice sum $f$ instead of the linear dispersion agreed with the formulas, integrated from 0 to 0.10 eV, to within 0.24%.

## What the bias adds

An image taken at bias $V$ collects states between neutrality and $eV$. From here on, $e$ in $eV$ and in $2\gamma_1/e$ is the elementary charge, not the in-plane energy $\gamma_0|f|$ of the preceding sections. Assume zero temperature, a constant tip density of states and an energy-independent tunnelling factor. The relevant quantities are then $N_{\alpha,\beta}=\int_0^{eV}\rho_{\alpha,\beta}\,dE$. At low bias,

$$N_\alpha\simeq\frac{C(eV)^2}{4},\qquad N_\beta-N_\alpha\simeq\frac{4C\gamma_1}{3\pi}eV,$$

and division gives

$$\frac{N_\beta}{N_\alpha}\simeq1+\frac{16\gamma_1}{3\pi eV}.\tag{5}$$

At 0.10 V this law gives 7.8, whereas integrating (3) and (4) gives 7.1. Most of the difference comes from the next term in the alpha density, $CE^2/(\pi\gamma_1)$. It increases $N_\alpha$ by the fraction $4eV/(3\pi\gamma_1)$, about 11% here.

| Bias (V) | Integrated beta/alpha |
|---:|---:|
| 0.02 | 34 |
| 0.05 | 13.9 |
| 0.10 | 7.1 |
| 0.20 | 3.7 |
| 0.40 | 2.1 |
| 0.80 | 1.29 |

The last entry exceeds one although the contrast at that energy has vanished, because the integral retains the low-energy surplus. Using $\int_0^1(1-x^2)^{3/2}dx=3\pi/16$, the surplus is

$$N_\beta-N_\alpha=C\,\frac{4\gamma_1}{3\pi}\,2\gamma_1\,\frac{3\pi}{16}=\frac{C\gamma_1^2}{2}.$$

For the alpha part, $\int_0^1x^2\sqrt{1-x^2}\,dx=\pi/16$ and $\int_0^1x\arcsin x\,dx=\pi/8$, so

$$N_\alpha(2\gamma_1)=4C\gamma_1^2\left(\frac14+\frac1{16}+\frac18\right)=\frac{7C\gamma_1^2}{4}.$$

The ratio is $1+2/7=9/7$. Above this bias, in the Dirac approximation, both atoms gain weight at the same rate, $C|E|$, and the ratio approaches one:

$$\frac{N_\beta}{N_\alpha}=\frac{2(eV)^2+\gamma_1^2}{2(eV)^2-\gamma_1^2},\qquad eV\ge2\gamma_1 .$$

## From atomic density to an image

A tip samples the wave above the surface. A component with in-plane wavevector $\mathbf k+\mathbf G$, where $\mathbf G$ is a reciprocal-lattice vector, decays as $e^{-\kappa z}$ with

$$\kappa=\sqrt{\frac{2m\phi}{\hbar^2}+|\mathbf k+\mathbf G|^2}.$$

Here $m$ is the electron mass and $\phi$ the work function. At $K$, three components share the smallest $|\mathbf k+\mathbf G|=K=4\pi/3a$; call their wavevectors $\mathbf K_j$. One sublattice, with an atom at $\boldsymbol\tau$, produces a wave proportional to

$$F(\mathbf r-\boldsymbol\tau)=\sum_{j=1}^3e^{i\mathbf K_j\cdot(\mathbf r-\boldsymbol\tau)} .$$

Above its own atoms $F=3$. Above the other sublattice and above the hollow, the phases are $0$ and $\pm2\pi/3$ in some order, so $F=0$. At fixed tip height, a beta-dominated density therefore appears as a triangular lattice of spots, with both alpha atoms and hollows dark. Equal densities on the two sublattices would give a honeycomb.

Take $\phi=4.5$ eV and a tip height of 0.50 nm above the carbon plane, with identical orbitals and a point-like tip. The amplitude decay rate at $K$ is 20.2 nm⁻¹. The next set of waves is weaker than the leading set by a factor of $4\times10^{-4}$ in amplitude, for equal starting amplitudes, so the three-wave description is adequate at this height.

If the tip moves at constant current, a density ratio $R$ becomes a height difference $\Delta z$ through $e^{2\kappa\Delta z}=R$. At 0.10 V,

$$\Delta z=\frac{\ln7.09}{2\times20.2\ \text{nm}^{-1}}=0.048\ \text{nm}.$$

This estimate uses the density ratio as the brightness ratio and takes it to be independent of height over that small distance.

Away from $K$ the cancellation is incomplete. To first order in $q$, the three decay rates change from their common value at $K$ by $\mathbf K_j\cdot\mathbf q/\kappa$. With the vectors chosen above, the beta wave above an alpha atom becomes

$$-\frac z\kappa\sum_j(\mathbf K_j\cdot\mathbf q)e^{-i\mathbf K_j\cdot\boldsymbol\delta_1}
=-\frac{3Kz}{2\kappa}(q_x-iq_y),$$

in units of the common decay factor. The top-layer equation gives $\beta/\alpha=v(q_x+iq_y)/E$. Adding this contribution to the alpha wave, whose factor is 3, gives

$$3\alpha\left(1-\frac{Kz}{2\kappa}\frac{vq^2}{E}\right).$$

For small $q$, the brightness above alpha is lowered for empty states ($E>0$) and raised for filled states ($E<0$). The density ratio alone predicts an alpha/beta brightness of $1/7.09=0.141$. The computed images at fixed height give 0.114 for empty and 0.173 for filled states, in the expected order. Converted to heights in the same way, these brightness ratios give about 0.054 nm and 0.043 nm, instead of 0.048 nm. The hollow has 0.003 of the beta brightness in both. The tip-height correction is thus noticeable but leaves beta the bright site.

## Temperature and the omitted couplings

Thermal broadening of sample and tip mixes in states at larger $|E|$, where the alpha density is higher and the beta surplus is slightly smaller. At 300 K, $k_BT=0.0259$ eV, and the ratio at 0.10 V falls from 7.1 to 5.8.

Temperature also removes the divergence of (5) at zero bias. The thermal weight $-\partial f_F/\partial E$, with $f_F$ the Fermi function, gives a mean $|E|$ of $2k_BT\ln2$. To leading order,

$$\frac{\rho_\beta}{\rho_\alpha}\simeq1+\frac{4\gamma_1}{3\pi k_BT\ln2}\simeq10.5 .$$

The full thermal average is 9.6; the next alpha term again accounts for most of the difference.

Real graphite has further hoppings. A second slab calculation included rough matrix elements, in the sign convention used above ($-\gamma_0$ in the plane, $+\gamma_1$ vertically): $-0.30$ eV between beta atoms of adjacent layers, $+0.10$ eV between alpha and beta atoms of adjacent layers, and hoppings two layers apart of $-0.01$ eV (beta–beta) and 0.02 eV (alpha–alpha). Alpha atoms were also raised by 0.05 eV, and neutrality was recomputed. At 0.10 V and zero temperature the ratio became 5.9 for empty states and 7.6 for filled states. Relative to 7.1, these are changes of about $-17\%$ and $+6$ to $+8\%$; a semi-infinite stack with the same couplings gives 5.9 and about 7.55. Reversing the sign of the beta–beta element leaves both ratios unchanged to within 0.01. Using 20 layers instead of 30 shifted the ratios by up to 2.5%, and halving the radial mesh by up to 0.7%. The changes were computed together, so they are not assigned to individual couplings. They do not remove the contrast, but they make the tabulated sharp growth at biases under about 0.05 V unreliable: there the bias is comparable with the omitted energies. With these couplings the ratio still grows, but more slowly: at 0.02 V it is roughly 20 for empty and 27 for filled states, against 34 in the table.

## Reading the result for a real surface

The hoppings used here are rough typical values for graphite, and 0.10 V is a low bias on the scale $2\gamma_1=0.80$ eV. For a clean, well-stacked surface the model gives a beta/alpha density ratio of roughly 6 to 8 at zero temperature, with a modest reduction at room temperature in the minimal model. A brightness image at fixed tip height can then appear to contain one atom per cell, although the alpha atoms are present and have a non-zero density. At constant current the depths matter: alpha lies only about 0.05 nm below beta, while the hollow lies more than 0.1 nm below it. Alpha does not appear as a lower bump, however. At a small distance $r$ from an alpha atom, $|F|^2\simeq9(1-K^2r^2/2)$ for the alpha wave and $|F|^2\simeq9K^2r^2/4$ for the beta wave. For a brightness ratio above 2 the alpha site is therefore a shallow local minimum, and the constant-current image also has one maximum per cell. Poor height resolution hides this shallow dip before it hides the hollow, and the image then resembles a honeycomb.

The result depends on the assumed stacking and coupling. If the top layer is electronically decoupled, the ratio falls from about 7 to 1 and the expected pattern is a honeycomb. A tip with several active atoms, a structured tip orbital, or forces that displace the surface can also change the image; these effects, together with surface relaxation and electron interactions, are not included in the numbers. A one-sublattice image is therefore consistent with Bernal coupling but does not prove it by itself. Within the model, a more specific sign is the weakening of the contrast as the bias is raised towards and beyond $2\gamma_1/e$, with the tip and its height held fixed. The numerical output below lists the main values. Its parameters g2 and g5 are twice the two-layer hoppings quoted above, and its g3 has the opposite sign to the beta–beta matrix element.

## Computed values

```
in-plane hopping g0: 3.00 eV
vertical hopping g1: 0.40 eV
lattice constant: 0.246 nm
velocity parameter v: 0.6391 eV nm
cell area: 0.05241 nm^2
4C, both spins and valleys: 0.04084 1/(eV^2 atom)
beta density at E=0: 0.00693 1/(eV atom)
energy of example: 0.10 eV
alpha density there: 0.00237 1/(eV atom)
beta density there: 0.00914 1/(eV atom)
isolated graphene there: 0.00408 1/(eV atom)
alpha / graphene density there: 0.579
beta / graphene density there: 2.237
beta / alpha density there: 3.86
integrated beta/alpha at 0.02 V: 34.24
integrated beta/alpha at 0.05 V: 13.87
integrated beta/alpha at 0.10 V: 7.09
integrated beta/alpha at 0.20 V: 3.72
integrated beta/alpha at 0.40 V: 2.06
integrated beta/alpha at 0.80 V: 1.29
low-bias law at 0.10 V: 7.79
energy where contrast ends, 2 g1: 0.80 eV
slab layers: 30
largest slab-formula difference: 1.39 %
slab beta/alpha, 0.85 to 1.05 eV: 0.9995
lattice-Dirac difference: 0.24 %
tip height: 0.50 nm
work function: 4.5 eV
amplitude decay rate at K: 20.20 1/nm
next wave set / leading amplitude: 4.2e-04
apparent beta-alpha height difference: 0.0485 nm
minimal image, empty: alpha/beta 0.114, hollow/beta 0.003
minimal image, filled: alpha/beta 0.173, hollow/beta 0.003
extended image, empty: alpha/beta 0.144, hollow/beta 0.003
extended image, filled: alpha/beta 0.163, hollow/beta 0.004
thermal energy at 300 K: 0.0259 eV
thermal beta/alpha at 0.10 V: 5.82
thermal beta/alpha at zero bias: 9.59
extended model g2: -0.02 eV
extended model g3: 0.30 eV
extended model g4: 0.10 eV
extended model g5: 0.04 eV
extended model offset: 0.05 eV
extended model neutrality energy: -0.0032 eV
extended beta/alpha, empty states: 5.85
extended beta/alpha, filled states: 7.64
shift of these, 20 against 30 layers: 2.50 %
shift of these, half radial mesh: 0.74 %
```
